# Photon correlations and antibunching in resonant fluorescence from a single atom, part 2

A single fixed atom with ground state $|g\rangle$ and excited state $|e\rangle$ is driven by a laser tuned to its transition frequency. It scatters light into initially empty modes. The question is how the detection of one photon changes the probability of detecting another after a delay $\tau\ge 0$.

Units have $\hbar=1$. The lowering operator is $\sigma_-=|g\rangle\langle e|$, with $\sigma_+=|e\rangle\langle g|$ and $n=\sigma_+\sigma_-$. In the frame rotating at the transition frequency, the driven atom has the Hamiltonian

$$
H_A=\frac{\Omega}{2}(\sigma_++\sigma_-),\qquad \Omega>0 .
$$

Here $\Omega$ is the full Rabi angular frequency, $\Gamma$ is the population decay rate and $1/\Gamma$ is the lifetime. The dipole decays at the rate $\Gamma/2$. The coupling to the field is memoryless, and values at zero delay are those of this flat-band limit.

Part (b) found the steady excited population and the photon emission rate $R=\Gamma n_s$:

$$
n_s=\frac{\Omega^2}{\Gamma^2+2\Omega^2}.
$$

Part (c) found the joint rate for detecting photons at $t$ and $t+\tau$ in the steady state,

$$
G_2(\tau)=\Gamma^2\langle\sigma_+(t)\,n(t+\tau)\,\sigma_-(t)\rangle .
$$

The normalized correlation is $g_2(\tau)=G_2(\tau)/R^2$. Statistically independent detections would give $g_2=1$, and a constant detection efficiency cancels from $g_2$.

Part (d) derived the regression rule for this problem: two-time averages obey the equations of the one-time means. The first detection leaves the atom in its ground state, and

$$
g_2(\tau)=\frac{\Gamma^2n_sp(\tau)}{(\Gamma n_s)^2}=\frac{p(\tau)}{n_s}.
$$

Here $p(\tau)$ is the excited population at time $\tau$ after a start in the ground state. With $q$, the mean of the dipole component $v\equiv i(\sigma_--\sigma_+)$ after the same start, it obeys

$$
p'=-\Gamma p+\frac\Omega2q,\qquad
q'=-\frac\Gamma2q+\Omega(1-2p),\qquad p(0)=q(0)=0 .
$$

## The correlation function and its consequences

The symbols carried over are the Rabi angular frequency $\Omega>0$, the population decay rate $\Gamma$, the delay $\tau\ge0$, and the steady excited population $n_s=\Omega^2/(\Gamma^2+2\Omega^2)$. The emission rate is $R=\Gamma n_s$. For resonant driving, vacuum input and no extra dephasing, the normalized photon correlation is $g_2=p/n_s$, where

$$
p'=-\Gamma p+\frac\Omega2q,\qquad
q'=-\frac\Gamma2q+\Omega(1-2p),\qquad p(0)=q(0)=0 .
$$

Here $p$ is the excited population after a start in the ground state, and $q$ is the accompanying dipole component. Primes denote derivatives with respect to $\tau$. The lowering operator $\sigma_-$ satisfies $\sigma_-^2=0$.

**(e) Solve these equations for $g_2(\tau)$, for every ratio $\Omega/\Gamma>0$.**

*Solution.* The first equation gives $q=(2/\Omega)(p'+\Gamma p)$. Differentiating it and inserting $q'$ gives

$$
\begin{aligned}
p''&=-\Gamma p'+\frac\Omega2\left[-\frac\Gamma2q+\Omega(1-2p)\right]\\
&=-\Gamma p'-\frac\Gamma2(p'+\Gamma p)+\frac{\Omega^2}{2}-\Omega^2p .
\end{aligned}
$$

Collecting terms,

$$
p''+\frac{3\Gamma}{2}p'+Dp=\frac{\Omega^2}{2},\qquad
D\equiv\Omega^2+\frac{\Gamma^2}{2}.
$$

Divide by $n_s$. The right side becomes $\Omega^2/(2n_s)=(\Gamma^2+2\Omega^2)/2=D$. The difference $f=1-g_2$ therefore obeys a homogeneous equation:

$$
f''+\frac{3\Gamma}{2}f'+Df=0 .
$$

The initial population is zero, so $f(0)=1$. The first-order equation also gives $p'(0)=0$, so $f'(0)=0$.

A trial solution $e^{\lambda\tau}$ requires $\lambda^2+(3\Gamma/2)\lambda+D=0$. Its roots are

$$
\lambda_\pm=-\frac{3\Gamma}{4}\pm
\sqrt{\frac{9\Gamma^2}{16}-\frac{\Gamma^2}{2}-\Omega^2}
=-\frac{3\Gamma}{4}\pm i\mu,
\qquad \mu^2=\Omega^2-\frac{\Gamma^2}{16}.
$$

For $\Omega>\Gamma/4$, $\mu$ is real and is taken positive. The solution has the form $f=e^{-3\Gamma\tau/4}(A\cos\mu\tau+C\sin\mu\tau)$. The first initial condition gives $A=1$. The second gives $-3\Gamma/4+\mu C=0$, hence $C=3\Gamma/(4\mu)$. Therefore

$$
g_2(\tau)=1-e^{-3\Gamma\tau/4}
\left[\cos\mu\tau+\frac{3\Gamma}{4\mu}\sin\mu\tau\right].
$$

For $\Omega<\Gamma/4$, write $\mu=i\kappa$ with $\kappa=\sqrt{\Gamma^2/16-\Omega^2}>0$. Since $\cos i\kappa\tau=\cosh\kappa\tau$ and $\sin(i\kappa\tau)/(i\kappa)=\sinh(\kappa\tau)/\kappa$, the same formula becomes

$$
g_2(\tau)=1-e^{-3\Gamma\tau/4}
\left[\cosh\kappa\tau+\frac{3\Gamma}{4\kappa}\sinh\kappa\tau\right].
$$

At $\Omega=\Gamma/4$ the limit $\sin(\mu\tau)/\mu\to\tau$ gives

$$
g_2(\tau)=1-e^{-3\Gamma\tau/4}\left(1+\frac{3\Gamma\tau}{4}\right).
$$

The rate $3\Gamma/4$ is the average of the population decay rate $\Gamma$ and the dipole decay rate $\Gamma/2$. Damping also shifts the oscillation frequency from $\Omega$ to $\mu$. For $\Omega\gg\Gamma$ the shift and the sine term are small, and $g_2\approx1-e^{-3\Gamma\tau/4}\cos\Omega\tau$.

**(f) Prove antibunching: show that $g_2(0)=0$ and $g_2(\tau)>0$ for every $\tau>0$. Find the short-time law and the first maximum.**

*Solution.* The initial condition gives $g_2(0)=0$. For later delays, differentiate $f$ with $a=3\Gamma/4$:

$$
f'=e^{-a\tau}\left[-a\cos\mu\tau-\frac{a^2}{\mu}\sin\mu\tau
-\mu\sin\mu\tau+a\cos\mu\tau\right].
$$

The cosine terms cancel. Also $a^2+\mu^2=9\Gamma^2/16+\Omega^2-\Gamma^2/16=D$, so

$$
g_2'(\tau)=-f'(\tau)=D\,e^{-3\Gamma\tau/4}\,\frac{\sin\mu\tau}{\mu}.
$$

Consider first $\Omega\le\Gamma/4$. The last factor is $\sinh(\kappa\tau)/\kappa$, or $\tau$ at equality. It is positive for $\tau>0$, so $g_2$ rises strictly from zero. Since $\kappa<\Gamma/4<3\Gamma/4$, the correction $f$ decays to zero. Thus $g_2$ approaches one from below and does not overshoot.

For $\Omega>\Gamma/4$, the stationary points are $\tau_k=k\pi/\mu$ with $k=0,1,2,\ldots$. There the sine vanishes and

$$
1-g_2(\tau_k)=f(\tau_k)=(-1)^k e^{-3\pi k\Gamma/(4\mu)} .
$$

Between neighbouring stationary points the derivative has one sign, so $f$ lies between its two end values. On $0<\tau\le\tau_1$, $f$ falls strictly from one and is less than one. For $\tau\ge\tau_1$, $|f|\le e^{-3\pi\Gamma/(4\mu)}<1$. Hence $g_2=1-f>0$ for every positive delay. Together with $g_2(0)=0$, this proves antibunching in all three regimes.

The first maximum, present for $\Omega>\Gamma/4$, is at

$$
\tau_1=\frac\pi\mu,\qquad
g_2(\tau_1)=1+e^{-3\pi\Gamma/(4\mu)} .
$$

The excited population then exceeds its steady value, and the emission rate does so too. When $\Omega$ is well above $\Gamma/4$, $\mu\approx\Omega$ and this delay is about half a Rabi period. Close to $\Omega=\Gamma/4$, $\mu$ is small and the maximum comes much later. The height remains below $2$ and approaches it when $\Omega\gg\Gamma$.

For short delays, $e^{-a\tau}\sin(\mu\tau)/\mu=\tau-a\tau^2+O(\tau^3)$. Integrating $g_2'$ from zero gives

$$
g_2(\tau)=\frac D2\tau^2\left(1-\frac{\Gamma\tau}{2}\right)+O(\tau^4).
$$

The leading term has a direct meaning. A ground-state atom first acquires a probability amplitude of magnitude $\Omega\tau/2$ in the excited state, and hence a population $\Omega^2\tau^2/4$. Division by $n_s$ gives $D\tau^2/2$. The dip is quadratic because an amplitude must grow before the population does.

**(g) Show that a fluctuating classical intensity cannot reproduce this behaviour.**

*Solution.* Let $I(t)\ge0$ be a stationary random classical intensity with nonzero mean and finite variance. If detection rates are proportional to it, then

$$
g_{\rm cl}(\tau)=\frac{\langle I(t)I(t+\tau)\rangle}{\langle I\rangle^2}.
$$

The variance cannot be negative, so $\langle I^2\rangle\ge\langle I\rangle^2$ and $g_{\rm cl}(0)\ge1$. Furthermore,

$$
0\le\langle[I(t)-I(t+\tau)]^2\rangle
=2\langle I^2\rangle-2\langle I(t)I(t+\tau)\rangle .
$$

Thus $g_{\rm cl}(\tau)\le g_{\rm cl}(0)$. The atomic fluorescence violates both inequalities, since its correlation starts at zero and then rises.

In the quantum calculation the numerator is an ordered average. The first detection changes the state on which the second acts, whereas reading a classical intensity leaves its later values unchanged. For one two-level atom, $\sigma_-^2=0$ makes the zero-delay coincidence rate vanish.

Antibunching does not mean that $g_2$ stays below one. Under strong driving the photons avoid zero delay but are more likely than independent photons to be separated by about $\pi/\mu$.

**(h) Find the weak-drive limit, and examine whether detuning, dephasing, background light and finite time resolution fill in the zero.**

*Solution.* As $\Omega\to0$ at fixed $\Gamma$, $\kappa\to\Gamma/4$ and $3\Gamma/(4\kappa)\to3$. Expanding the hyperbolic functions,

$$
f\to e^{-3\Gamma\tau/4}
\left[\frac{e^{\Gamma\tau/4}+e^{-\Gamma\tau/4}}2
+3\,\frac{e^{\Gamma\tau/4}-e^{-\Gamma\tau/4}}2\right]
=2e^{-\Gamma\tau/2}-e^{-\Gamma\tau}.
$$

It follows that

$$
g_2(\tau)\to\left(1-e^{-\Gamma\tau/2}\right)^2 .
$$

The square reflects the growth of an excited-state amplitude. To leading order in the drive this amplitude obeys $\dot c_e=-i\Omega/2-\Gamma c_e/2$. From a zero start, $c_e=-i(\Omega/\Gamma)(1-e^{-\Gamma\tau/2})$. Its squared magnitude, divided by $n_s\approx\Omega^2/\Gamma^2$, is the result above. The correlation becomes independent of the drive strength, although the photon rate $R\approx\Omega^2/\Gamma$ tends to zero.

Detuning the laser or adding pure dephasing changes the equations of motion, and the formula of (e) then fails. Neither change allows a two-level atom to emit twice without being excited again, so $\sigma_-^2=0$ still gives $g_2(0)=0$. Numerical tests at $\Omega=2\Gamma$ confirm both statements. For delays up to $12/\Gamma$, a detuning of $\Gamma$ changes $g_2$ by up to about $0.33$. An additional coherence decay rate of $0.5\Gamma$ changes it by up to about $0.10$. The zero remains in both cases.

An uncorrelated background does fill in the zero. Let its count rate be $R_b$, with independent arrivals and no interference with the fluorescence, and let $R_f$ be the detected fluorescence rate. Pairs may contain two fluorescence counts, one of each kind in either order, or two background counts. The measured correlation is therefore

$$
g_{\rm meas}(\tau)=\frac{R_f^2g_2(\tau)+2R_fR_b+R_b^2}{(R_f+R_b)^2}
=1+s^2[g_2(\tau)-1],\qquad s=\frac{R_f}{R_f+R_b}.
$$

At zero delay this equals $1-s^2$. Finite time resolution has a similar effect. If delays from $0$ to $T$ are averaged with equal weight, and $T$ is short compared with $1/\Omega$ and $1/\Gamma$, the leading result is

$$
\frac1T\int_0^Td\tau\,\frac D2\tau^2=\frac{DT^2}{6}.
$$

A recorded nonzero minimum can thus arise even when the underlying correlation vanishes at zero delay.

**(i) Evaluate the correlation for a lifetime $1/\Gamma=20$ ns and $\Omega=2\Gamma$. Compare it with weaker driving.**

*Solution.* These are chosen model parameters. The oscillation frequency and steady population are

$$
\frac\mu\Gamma=\sqrt{4-\frac1{16}}=1.984,\qquad
n_s=\frac4{1+8}=0.4444 .
$$

With $\Gamma=5.00\times10^7\ {\rm s}^{-1}$, the emission rate is $R=0.4444\,\Gamma=2.22\times10^7\ {\rm s}^{-1}$. This counts all emitted photons; a detector records a fraction of them.

At $\Gamma\tau=1$, $\cos1.984=-0.402$ and $\sin1.984=0.916$. The sine coefficient is $0.75/1.984=0.378$, so

$$
g_2=1-0.472\,[-0.402+0.378\times0.916]=1.026 .
$$

One lifetime after a detection, the chance of another is already slightly above its average. The first maximum occurs at

$$
\tau_1=\frac{\pi}{1.984\,\Gamma}=\frac{1.583}{\Gamma}=31.7\ {\rm ns},
\qquad g_2(\tau_1)=1+e^{-0.75\times1.583}=1.305 .
$$

The correlation first reaches one half at $\tau=0.570/\Gamma=11.4$ ns. At the much shorter delay $0.1/\Gamma$, the short-time law with $D=4.5\Gamma^2$ gives $\frac12(4.5)(0.1)^2(1-0.05)=0.0214$. The full value is $0.0213$.

The curve depends on the drive as follows.

| $\Gamma\tau$ | $\Omega=0.1\Gamma$ | $\Omega=0.25\Gamma$ | $\Omega=2\Gamma$ |
|---:|---:|---:|---:|
| 1 | 0.1578 | 0.1734 | 1.0263 |
| 2 | 0.4065 | 0.4422 | 1.2131 |
| 5 | 0.8505 | 0.8883 | 1.0249 |

The first two columns rise towards one without overshoot, as part (f) requires for $\Omega\le\Gamma/4$. The third oscillates: between the last two rows it passes through $0.913$ at $\Gamma\tau=3$. For $\Omega=0.1\Gamma$ and $\Gamma\tau=1$, the weak-drive limit gives $(1-e^{-1/2})^2=0.1548$, close to the tabulated $0.1578$.

A separate test counts photon pairs from the joint quantum state of the atom and a sequence of field time bins, without using the regression rule of part (d). At $\Omega=2\Gamma$ and $\Gamma\tau=0.6$, dividing the delay into 8 and 16 bin widths gives $0.54421$ and $0.54195$. Removing the error linear in the bin width gives $2(0.54195)-0.54421=0.5397$, compared with $0.5396$ from the formula. The remaining values are in the numerical output below.

## Computed values

```
lifetime 1/Gamma = 20.0 ns
decay rate Gamma = 5.000e+07 s^-1
Rabi frequency Omega = 2.00 Gamma
mu = 1.98431 Gamma
steady excited population = 0.44444
photon emission rate = 2.2222e+07 s^-1
Omega^2 + Gamma^2/2 = 4.5000 Gamma^2
short-time curvature, numerical = 4.4977 Gamma^2
g2 = 1/2 first at tau = 0.57049 /Gamma = 11.410 ns
first maximum at tau = 1.58321 /Gamma = 31.664 ns
g2 at first maximum = 1.30501
tau*Gamma | g2 master eq. | g2 formula (Omega = 2 Gamma)
 0.00 | 0.00000 | 0.00000
 0.10 | 0.02134 | 0.02134
 0.20 | 0.08044 | 0.08044
 0.50 | 0.40665 | 0.40665
 1.00 | 1.02632 | 1.02632
 1.50 | 1.30007 | 1.30007
 2.00 | 1.21314 | 1.21314
 3.00 | 0.91321 | 0.91321
 5.00 | 1.02491 | 1.02491
tau*Gamma | g2 Omega=0.1 Gamma | g2 Omega=0.25 Gamma
 1.00 | 0.15780 | 0.17336
 2.00 | 0.40650 | 0.44217
 5.00 | 0.85050 | 0.88829
10.00 | 0.98838 | 0.99530
largest |master eq. - formula|, 3 drives = 1.6e-14
photon counting at tau = 0.60 /Gamma:
  8 bin widths: g2 = 0.54421
  16 bin widths: g2 = 0.54195
  extrapolated: g2 = 0.53969
  formula: g2 = 0.53958
largest change of g2, detuning 1 Gamma = 0.3329
largest change of g2, extra coherence decay 0.5 Gamma = 0.0974
```
